# Why isotropy narrows the permittivity bounds of porous low-k films

**Question.** The porosity of a low-k film is known, and so are the permittivities of its solid and its pores, but the shapes of the pores are not. Why can the Hashin-Shtrikman bounds nevertheless confine the film's permittivity to a narrow interval, and when does that narrowness fail?

**Answer.** The mechanism lies in the charge that an applied field induces on the pore walls. To lowest order, the energy of that charge depends on pore geometry through a directional average, and isotropy fixes this average.

## What is being bounded

Let the solid have relative permittivity $e_1$ and volume fraction $f_1$, and the pores $e_2$ and $f_2$, with $f_1+f_2=1$. Both permittivities are positive, real and scalar. The response is static and linear, the interfaces are sharp, there is no third phase, and the pores are much smaller than the film thickness. Write

$$
d=e_2-e_1,\qquad \langle e\rangle=f_1e_1+f_2e_2,\qquad g=f_1e_2+f_2e_1 .
$$

In Gaussian atomic units the field energy density is $eE^2/8\pi$. Represent the film by a large periodic cell and impose a mean field $\mathbf E_0$ along $z$. The local field is $\mathbf E=\mathbf E_0+\mathbf F$, where $\mathbf F$ is curl-free with zero mean. The effective permittivity $e_*$ for this direction is defined by

$$
e_*E_0^2=\min_{\mathbf F}\langle e\,|\mathbf E_0+\mathbf F|^2\rangle .
$$

At the minimum, $\langle e\mathbf E\cdot\mathbf F'\rangle=0$ for every admissible $\mathbf F'$, so $e\mathbf E$ is divergence-free, as Gauss's law requires. Choosing $\mathbf F'=\mathbf F$ gives $e_*E_0^2=\langle e\mathbf E\rangle\cdot\mathbf E_0$, the usual ratio of mean displacement to mean field.

Let $\Gamma$ extract the curl-free, zero-mean part of a vector field. On Fourier components it acts as

$$
(\Gamma\mathbf v)_{\mathbf k}=\frac{\mathbf k(\mathbf k\cdot\mathbf v_{\mathbf k})}{k^2}\quad(\mathbf k\ne0),\qquad(\Gamma\mathbf v)_{0}=0 .
$$

It is an orthogonal projector, so $\langle\mathbf v\cdot\Gamma\mathbf v\rangle=\langle|\Gamma\mathbf v|^2\rangle$. The minimum condition becomes $\Gamma(e\mathbf E)=0$.

## Why second order is fixed

Let $\chi=1$ in the pores and $0$ in the solid, so that $e=e_1+d\chi$. Since $\Gamma\mathbf E_0=0$ and $\Gamma\mathbf F=\mathbf F$, the minimum condition reads

$$
\mathbf F=-\frac{d}{e_1}\Gamma[\chi(\mathbf E_0+\mathbf F)] .
$$

Define $\mathbf G=\Gamma(\chi\hat{\mathbf z})$. Iterating once and then again gives

$$
\mathbf F=-\frac{d}{e_1}E_0\mathbf G+\frac{d^2}{e_1^2}E_0\Gamma(\chi\mathbf G)+O(d^3).
$$

Insert this into $e_*E_0^2=e_1E_0^2+d\langle\chi(\mathbf E_0+\mathbf F)\rangle\cdot\mathbf E_0$. Because $\Gamma$ can be moved from one factor of an average to the other,

$$
e_*=e_1+f_2d-\frac{d^2}{e_1}\langle|\mathbf G|^2\rangle
+\frac{d^3}{e_1^2}\langle\chi|\mathbf G|^2\rangle+O(d^4).
$$

The second-order average is

$$
\langle|\mathbf G|^2\rangle=\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2\frac{k_z^2}{k^2}\equiv f_1f_2A .
$$

The factor $f_1f_2$ is the total weight, because $\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-\langle\chi\rangle^2=f_2-f_2^2$. Thus $A$ is the mean of $k_z^2/k^2$ over the structure factor. A wave of polarization directed along $z$ carries charge in proportion to $k_z$, and the field energy of that charge goes as its square divided by $k^2$. Thus $A$ measures the depolarizing energy that the geometry allows.

The values of $A$ for the $x$, $y$ and $z$ directions sum to 1, because $k_x^2+k_y^2+k_z^2=k^2$. If the two-point statistics are isotropic, or merely cubic, the three are equal and $A=1/3$. Every such film then has

$$
e_*=e_1+f_2d-\frac{f_1f_2}{3e_1}d^2+O(d^3),
$$

whether its pores are balls, channels or a random network.

## Why third order is free

The third-order term asks a new question: how much of the fluctuation $|\mathbf G|^2$ lies inside the pores? Two-point statistics do not settle this.

They do settle the mean of $\mathbf G$ in each phase. For an isotropic film, $\langle\chi G_z\rangle=\langle|\mathbf G|^2\rangle=f_1f_2/3$, so the pore mean is $f_1/3$ along $z$. The cell mean is zero, so the solid mean is $-f_2/3$. The transverse means vanish by isotropy. What remains of $\langle|\mathbf G|^2\rangle$ is the variance within the phases:

$$
\frac{f_1f_2}{3}-f_2\frac{f_1^2}{9}-f_1\frac{f_2^2}{9}
=\frac{f_1f_2}{9}(3-f_1-f_2)=\frac{2f_1f_2}{9}.
$$

Let $\zeta$ be the share of this variance that lies in the pores, so $0\le\zeta\le1$. Then

$$
\langle\chi|\mathbf G|^2\rangle=\frac{f_1^2f_2}{9}+\zeta\frac{2f_1f_2}{9}
=\frac{f_1f_2}{9}(f_1+2\zeta).
$$

Pore shape and connection enter here. Across the full range of $\zeta$, the third-order term changes by $2f_1f_2|d|^3/(9e_1^2)$.

## From the mechanism to the bounds

A power series does not bound the response at finite contrast. For that, choose a uniform reference $e_0$ and any polarization field $\mathbf P$, and put $s=e-e_0$. In a phase where $s=0$, set $\mathbf P=0$ and omit the term $P^2/s$.

If $s\ge0$ everywhere, the inequality $s|\mathbf E-\mathbf P/s|^2\ge0$ gives $sE^2\ge2\mathbf P\cdot\mathbf E-P^2/s$. Hence

$$
\langle eE^2\rangle\ge e_0E_0^2+2\langle\mathbf P\rangle\cdot\mathbf E_0-\left\langle\frac{P^2}{s}\right\rangle+e_0\langle F^2\rangle+2\langle\mathbf P\cdot\mathbf F\rangle .
$$

The last two terms equal $e_0\langle|\mathbf F+\Gamma\mathbf P/e_0|^2\rangle-\langle\mathbf P\cdot\Gamma\mathbf P\rangle/e_0$. Dropping the square leaves a lower bound on $e_*E_0^2$:

$$
e_0E_0^2+2\langle\mathbf P\rangle\cdot\mathbf E_0-\left\langle\frac{P^2}{s}\right\rangle-\frac{\langle\mathbf P\cdot\Gamma\mathbf P\rangle}{e_0}.
$$

If $s\le0$ everywhere, the first inequality reverses. The trial field $\mathbf F=-\Gamma\mathbf P/e_0$ makes the square vanish, and the same expression becomes an upper bound.

Now let the reference be one of the phases, $e_0=e_r$, with fraction $f_r$. The other phase has permittivity $e_j$ and fraction $f_j$; write $c=e_j-e_r$. Take $\mathbf P=p\mathbf E_0$ in phase $j$ and zero in phase $r$. Divided by $E_0^2$, the bound is

$$
R(p)=e_r+2f_jp-f_jp^2\left(\frac1c+\frac{f_rA}{e_r}\right).
$$

Setting $R'(p)=0$ gives $p=ce_r/(e_r+f_rAc)$, and there $R=e_r+f_jp$. For $c>0$ this is a maximum, the best lower bound. For $c<0$ the bracket is negative because $|c|<e_r$, so it is a minimum, the best upper bound. Subtracting and adding $f_jc$,

$$
R=e_r+f_jc-\frac{f_1f_2Ac^2}{e_r+f_rAc}.
$$

Here $e_r+f_jc=\langle e\rangle$, $c^2=d^2$ and $f_rc=g-e_r$. Therefore

$$
B_A(e_r)=\langle e\rangle-\frac{f_1f_2A\,d^2}{(1-A)e_r+Ag}.
$$

The smaller permittivity as reference gives the lower bound and the larger gives the upper. At $A=1/3$ these are the Hashin-Shtrikman bounds,

$$
B(e_r)=\langle e\rangle-\frac{f_1f_2d^2}{g+2e_r}.
$$

Their numerators agree. The denominators differ by $2|d|$, which supplies the third power in the gap:

$$
\boxed{W=\frac{2f_1f_2|d|^3}{(g+2e_1)(g+2e_2)}}
$$

At small contrast this tends to $2f_1f_2|d|^3/(9e_1^2)$, the full range of the free third-order term. At small porosity and fixed contrast, $g\to e_2$ and $W\to2f_2|d|^3/[3e_2(e_2+2e_1)]$. The gap then vanishes in proportion to the porosity.

## The bounds cannot be narrowed without more information

"Tight" can also mean that a bound is attained. Consider a sphere with core $e_c$, shell $e_s$ and core fraction $f_c=1-f_s$, in a host $h$ with unit field. Let the potential divided by $-\cos\theta$ be $\alpha r$ in the core, $\beta r+\gamma/r^2$ in the shell and $r$ outside, with no outside dipole. At the core radius $a$, put $u=\gamma/a^3$. Continuity of potential and normal displacement requires

$$
\alpha=\beta+u,\quad e_c\alpha=e_s(\beta-2u)
\;\Rightarrow\; u=-q\beta,\quad q=\frac{e_c-e_s}{e_c+2e_s}.
$$

At the outer radius $b$, $\gamma/b^3=f_cu$, so $\beta(1-f_cq)=1$ and $h=e_s\beta(1+2f_cq)$. Thus

$$
h=e_s\frac{1+2f_cq}{1-f_cq}
=e_s+\frac{f_c(e_c-e_s)e_s}{e_s+f_s(e_c-e_s)/3}=B(e_s).
$$

The last equality is the earlier $R=e_r+f_jp$ with $e_r=e_s$ and $A=1/3$. Such a sphere leaves the host field undisturbed, so the host can be replaced by scaled copies of all sizes, placed without preferred direction, until it is used up. When the solid has the larger permittivity, pore cores in solid shells attain the upper bound and solid cores in pore shells attain the lower. This is attainment among ideal two-phase composites: the construction needs spheres of all sizes down to zero, and the lower structure, like the separated solid cubes below, has a disconnected solid and is not a self-supporting film. Both bounds are responses of isotropic composites, which is why they must agree through second order.

## How much isotropy gains

If $A$ is unknown, $B_A$ can lie anywhere from $A=0$ to $A=1$. These ends are $\langle e\rangle$ and $\langle e\rangle-f_1f_2d^2/g=e_1e_2/g$, the arithmetic and harmonic means, realized by layers parallel and perpendicular to the field. Their gap, $f_1f_2d^2/g$, is of second order. The ratio of the two gaps is

$$
\frac{W}{f_1f_2d^2/g}=\frac{2|d|}{g+4e_1e_2/g+2(e_1+e_2)}
\le\frac{\sqrt r-1}{\sqrt r+1},
$$

where $r$ is the larger permittivity divided by the smaller. The inequality uses $g+4e_1e_2/g\ge4\sqrt{e_1e_2}$, which makes the denominator at least $2(\sqrt{e_1}+\sqrt{e_2})^2$. At $r=4$, isotropy removes at least two thirds of the uncertainty.

## Numbers for a model film

Take round parameters: solid 4, pore 1, porosity 0.30. Then $\langle e\rangle=3.1$, $g=0.7\times1+0.3\times4=1.9$ and $f_1f_2d^2=0.21\times9=1.89$. The bounds are

$$
3.1-\frac{1.89}{1.9+2}=2.615,\qquad 3.1-\frac{1.89}{1.9+8}=2.909 .
$$

Their gap is 0.294, or 10.6% of their midpoint; the means are 0.995 apart. In a cube of side 100 angstrom at a mean field of 0.01 eV/(e angstrom), the field energy $e_*E_0^2V/8\pi$ lies between 0.723 and 0.804 eV.

The order of the gap does not by itself explain its size. The leading term, $2\times0.21\times27/(9\times16)=0.079$, is far below 0.294, because it replaces the true denominator $3.9\times9.9=38.6$ by 144. The second-order series gives $3.1-1.89/12=2.94$, outside the bounds. At this contrast the closed formula is needed.

To see the effect of shape, the field equation was solved by conjugate gradients on a periodic Fourier grid of $21^3$ voxels. With an odd number of voxels per edge, the projector and averages obey the same algebra as above, so the bounds apply to the voxel model itself. Its values are not continuum limits. Splitting each voxel into $3^3$ at fixed shape lowers the solved value by 0.004 for the ball pores and 0.005 for the random structure, and raises their $\zeta$ to 0.07 and 0.42; the other solved values move by 0.001 or less. The voxel ball also has a staircase surface: smooth spheres on a simple cubic lattice at the same porosity give about 2.987 and $\zeta\approx0.02$. The share $\zeta$ comes from the third-order response at contrasts $\pm0.02$ relative to the solid.

| Cubic structure | Porosity | Bounds | Solved | $\zeta$ |
|---|---|---|---|---|
| Ball pores | 0.276 | 2.703–2.990 | 2.981 | 0.05 |
| Crossing channels | 0.259 | 2.765–3.045 | 2.972 | 0.44 |
| Symmetrized random | 0.299 | 2.620–2.913 | 2.835 | 0.40 |
| Solid cubes in gaps | 0.259 | 2.764–3.045 | 2.772 | 0.98 |

The channels and the separated cubes have nearly equal porosity, yet their permittivities differ by 0.20. Isotropy leaves this freedom. Ball pores lie near the upper bound and separated solid cubes near the lower, as their resemblance to the two coated-sphere structures suggests.

## Where narrowness fails

The first failure is anisotropy. Flat pores of $19\times19\times3$ voxels, one per cell, have porosity 0.117. The isotropic bounds would be 3.372 and 3.550, but the solved permittivity is 3.158 normal to the pores and 3.631 in their plane. Both lie outside. The structure factor gives $A=0.867$ and $0.067$ for these directions, and $B_A$ then gives the intervals 3.032–3.177 and 3.589–3.633, which contain the solved values. A known $A$ thus restores the third-order gap, since

$$
B_A(e_{\max})-B_A(e_{\min})=\frac{f_1f_2A(1-A)|d|^3}{[(1-A)e_1+Ag][(1-A)e_2+Ag]}.
$$

What isotropy supplies is the value of $A$ without a measurement of the structure.

The second failure is high contrast. With pores of permittivity 1, the largest gap over all porosities, relative to the midpoint of the bounds, is 1.8% for a solid of permittivity 2, 6.9% for 3 and 13% for 4. It is 51% for 10 and 159% for 80. Isotropy fixes the second-order response in all these cases, but the interval is narrow at every porosity only while the contrast is moderate.

Numerical values quoted here were computed with a short program.
